# Why a Consumed Growth Inhibitor Makes Vias Fill from the Bottom

## The effect and its apparent cause

A blind cylindrical via, 100 nm wide and 1000 nm deep, is exposed to a film precursor and a growth inhibitor. In the model below the film grows at 2.33 nm/min at the mouth and 6.35 nm/min at the bottom, although more precursor strikes the mouth. If the inhibitor sticks just as well but always desorbs intact, the bottom-to-mouth growth ratio drops from 2.72 to 0.996.

A simple explanation would be that the inhibitor has the higher sticking probability, so it runs out with depth while the precursor still reaches the bottom. The second number shows what is missing. A molecule that sticks and later leaves unchanged is returned to the gas. In steady state it causes no net loss and so no depletion. The relevant quantity is the probability of being consumed.

## Surface balance

Let \(F_p\) and \(F_i\) be the precursor and inhibitor fluxes from the gas above the via, and \(p\) and \(q\) the local wall fluxes divided by these values. The surface has \(N_s\) equivalent sites per area, a fraction \(\theta\) of them covered by inhibitor. Both species stick on free sites only, with probabilities \(s_p\) and \(s_i\). Adsorbed precursor becomes film at once. Adsorbed inhibitor desorbs intact at rate \(k_d\) or is destroyed at rate \(k_c\), giving inert products. With \(k=k_d+k_c\), steady coverage requires

\[
s_iF_i\,q(1-\theta)=kN_s\theta .
\]

Dividing by \(kN_s\) and defining \(K=s_iF_i/(kN_s)\) gives \(Kq(1-\theta)=\theta\), hence

\[
\theta=\frac{Kq}{1+Kq},\qquad w\equiv 1-\theta=\frac{1}{1+Kq}.
\]

The net loss of inhibitor is the destroyed part, \(k_cN_s\theta\). With \(\chi=k_c/k\) and the steady balance, this equals \(\chi s_iF_i\,q\,w\). The precursor loss is \(s_pF_p\,p\,w\). The consumption probabilities per hit on a free site are therefore

\[
b_i=\chi s_i,\qquad b_p=s_p,
\]

and the same factor \(w\) multiplies both. Relative to an open surface without inhibitor, the growth rate is

\[
G=p\,w=\frac{p}{1+Kq}.
\]

## Transport into the via

The via has diameter \(d\), depth \(L\) and aspect ratio \(a=L/d\). Molecules collide with the walls rather than with each other and leave them in random directions. In a long cylinder this is approximately diffusion with \(D=dv/3\), where \(v\) is the mean molecular speed. A gas of density \(n\) strikes the wall with flux \(nv/4\). Balancing diffusion through the cross-section \(\pi d^2/4\) against loss on the perimeter \(\pi d\) gives

\[
D\frac{\pi d^2}{4}\frac{d^2n}{dx^2}=\pi d\,\frac{v}{4}\,b\,w\,n
\quad\Rightarrow\quad
\frac{d^2n}{dx^2}=\frac{v}{dD}\,b\,w\,n=\frac{3}{d^2}\,b\,w\,n .
\]

With \(x=Lz\), so that \(z=0\) is the mouth and \(z=1\) the bottom, both relative fluxes \(u=p,q\) obey

\[
u''=3a^2\,b\,w\,u .
\]

The speed has cancelled, so at equal \(K\) the inhibitor's mass does not affect its penetration. At equal pressure, however, a lighter inhibitor strikes the surface more often, which raises \(K\). At the mouth, the net inflow is approximated as \((v/4)(1-u)\) and set equal to the diffusive flux \(-(D/L)u'\). This overstates the entrance resistance. The wall flux at the mouth averages the entering and leaving streams, and a balance of the two gives \((v/2)(1-u)\). That form would raise the inhibitor flux at the mouth of the example from 0.84 to 0.92 and change the growth ratio from 2.72 to 2.55. The conditions for rising growth derived below use only the bottom condition and do not depend on this choice. At the bottom, the diffusive flux must equal the loss \((v/4)bwu\). Since \(4D/(vL)=4/(3a)\),

\[
1-u(0)=-\frac{4}{3a}u'(0),\qquad -u'(1)=\frac{3a}{4}\,b\,w(1)\,u(1).
\]

## When growth rises with depth

Define the fractional rate of decay with depth, \(y=-u'/u\), for each species. Differentiating \(\ln G=\ln p-\ln(1+Kq)\) gives

\[
\frac{d\ln G}{dz}=\frac{p'}{p}-\frac{Kq}{1+Kq}\,\frac{q'}{q}
=\theta\,y_i-y_p .
\]

Growth rises with depth where the inhibitor's decay, weighted by its coverage, exceeds the precursor's. At the mouth of the example \(y_i=1.457\), \(y_p=0.0189\) and \(\theta=0.893\), so the gain is 1.30 and the penalty 0.02.

**Higher consumption is necessary.** Let \(W=pq'-qp'=pq(y_p-y_i)\). The terms \(p'q'\) cancel on differentiation, so

\[
W'=pq''-qp''=3a^2(b_i-b_p)\,w\,p\,q .
\]

The bottom condition gives

\[
W(1)=-\frac{3a}{4}(b_i-b_p)\,w(1)\,p(1)\,q(1).
\]

If \(b_i>b_p\), \(W\) increases with depth and is still negative at the bottom. It is therefore negative everywhere, and \(y_i>y_p\) throughout. If \(b_i\le b_p\), the signs reverse and \(y_i\le y_p\). Because \(p''>0\) and \(p'(1)<0\), \(p'\) is negative everywhere and \(y_p>0\). With \(\theta<1\) it follows that \(\theta y_i<y_p\), and growth falls with depth at every point. Setting \(b_i=b_p\) in the example gives a ratio of 0.9996.

**It is not sufficient.** Let \(r=b_i/b_p>1\). From \(y=-u'/u\),

\[
y'=-\frac{u''}{u}+\left(\frac{u'}{u}\right)^2=y^2-3a^2bw .
\]

For \(E=ry_p-y_i\) the loss terms cancel because \(rb_p=b_i\), leaving \(E'=ry_p^2-y_i^2\). Wherever \(E=0\), \(y_i=ry_p\) and \(E'=r(1-r)y_p^2<0\). The bottom condition makes \(E(1)=0\), so \(E\) is positive just above the bottom. If it also vanished higher up, the zero nearest the bottom would need \(E'\ge0\) to make \(E\) positive below it, which is impossible. Hence

\[
1<\frac{y_i}{y_p}\le\frac{b_i}{b_p},
\]

with equality at the bottom. Rising growth requires \(\theta>y_p/y_i\), and therefore

\[
\theta>\frac{b_p}{b_i}.
\]

At the bottom this condition is also sufficient for a locally rising rate.

A harder case shows the limit at work. Take \(a=10\), \(b_p=0.003\) and \(b_i=0.015\), so that coverage above 0.2 is needed. At \(K=0.1\) the coverage cannot exceed \(0.1/1.1=0.09\), and the growth ratio is 0.71 despite the fivefold higher inhibitor consumption. It rises to 1.06 at \(K=1\) and 1.35 at \(K=3\), then falls to 1.19 at \(K=10\).

A random search covered 400 combinations of consumption probabilities, dose and aspect ratio. Growth was faster at the bottom than at the mouth in 111 cases, all with \(b_i>b_p\). In another 95 cases \(b_i>b_p\) held, yet the bottom was not faster.

## The size of the effect

The example has \(s_p=3\times10^{-4}\), \(s_i=0.1\), \(\chi=0.5\) and \(K=10\). Thus \(b_i=0.5\times0.1=0.05\), which is 167 times \(b_p\). The temperature is 600 K, with 60 mTorr of precursor (200 u) and 3 mTorr of inhibitor (17 u). The precursor flux is \(6.08\times10^{22}\,\mathrm{m^{-2}s^{-1}}\), and the film contains \(5\times10^{28}\) atoms per m³, one from each reacted precursor molecule. The open-surface rate without inhibitor is

\[
\frac{3\times10^{-4}\times6.08\times10^{22}}{5\times10^{28}}\ \mathrm{m/s}
=3.65\times10^{-10}\ \mathrm{m/s}=21.9\ \mathrm{nm/min}.
\]

From mouth to bottom, \(p\) falls only from 0.998 to 0.986, while \(q\) falls from 0.837 to 0.240. The growth ratio separates into

\[
\frac{G(1)}{G(0)}=\frac{p(1)}{p(0)}\cdot\frac{1+Kq(0)}{1+Kq(1)}
=0.989\times\frac{9.37}{3.40}=2.72 .
\]

The first factor is the penalty for precursor depletion and the second the gain from inhibitor depletion. Bottom growth is still only 29% of the uninhibited open-surface rate. The inhibitor creates the contrast by slowing the mouth more than the bottom.

## Too little and too much inhibitor

Since \(q(0)\le1\) and \(q(1)\ge0\), the second factor cannot exceed \(1+K\). A small dose therefore gives a small contrast, however completely it is depleted.

At a very large dose, \(w\approx1/(Kq)\). The inhibitor loss is proportional to \(qw\approx1/K\) and no longer depends on its local flux. To leading order \(p\) and \(q\) are close to one, so \(pw\approx1/K\) as well. Both species then obey

\[
u''=\frac{3a^2b}{K},\qquad u'(1)=-\frac{3a}{4}\frac{b}{K}.
\]

Integrating once from the bottom upwards gives

\[
u'(z)=-\frac{b}{K}\left[\frac{3a}{4}+3a^2(1-z)\right],
\]

and integrating over the depth gives

\[
u(0)-u(1)=\frac{b}{K}\left(\frac{3a^2}{2}+\frac{3a}{4}\right).
\]

In this limit \(G\approx p/(Kq)\). Expanding the ratio to first order in the small depletions,

\[
\frac{G(1)}{G(0)}-1\approx[q(0)-q(1)]-[p(0)-p(1)]
=\left(\frac{3a^2}{2}+\frac{3a}{4}\right)\frac{b_i-b_p}{K}.
\]

For the example the coefficient is \(157.5\times0.0497=7.83\). The full equations at \(K=10^4\) also give 7.83 for \(K\) times the excess. The advantage disappears as \(1/K\) because the inhibitor saturates the whole via.

The best dose lies between these limits. Extrapolating the strong-inhibition formula until the inhibitor is used up at the bottom gives a rough scale,

\[
K_{\rm best}\sim\frac{3a^2}{2}\,b_i ,
\]

or 7.5 here. This is an estimate for cases where it comes out well above one and \(b_i\gg b_p\). In a scan of \(K\) with everything else fixed, the largest initial growth ratio on a coarse logarithmic grid is 3.37, at \(K=6.3\). The maximum itself is 3.39, near \(K=6.0\). The ratio is 1.02 at \(K=0.1\) and 1.01 at \(K=1000\).

## From growth rate to filling

A rising growth rate at the start does not by itself guarantee a sound fill, because the via changes shape. For a slowly varying radius \(r(x)\), the diffusion coefficient is \(2rv/3\) and the cross-section \(\pi r^2\). The balance becomes

\[
\frac{2\pi v}{3}\frac{d}{dx}\!\left(r^3\frac{du}{dx}\right)
=2\pi r\,\frac v4\,b\,w\,u
\;\Rightarrow\;
\frac{d}{dx}\!\left(r^3\frac{du}{dx}\right)=\frac34\,r\,b\,w\,u .
\]

The wall advances inwards at a rate proportional to \(G\). For constant \(r\) and \(w=1\), the solution decays over the length \(r\sqrt{4/(3b)}\). This is \(67r\) for the precursor, so without inhibitor a parallel-sided via 1000 nm deep begins to starve strongly once its radius is below about 15 nm.

The computed trapped volumes, as fractions of the initial via volume, are as follows. In the narrowed via the radius is \(50-10\,e^{-x/100\,\mathrm{nm}}\) nm, which on the 10 nm grid used is 40.5 nm in the top cell and 50 nm at the bottom. On a finer grid, which resolves the 40 nm radius at the mouth, the first two entries of the narrowed column rise to 12.0% and 5.2%.

| Inhibitor | Straight via | Narrowed mouth |
|---|---:|---:|
| none | 4.7% | 11.3% |
| reversible | 0.5% | 4.8% |
| consumed | 0.00% | 0.00% |

The reversible inhibitor helps considerably in the straight via. It lowers the precursor loss by the uniform factor \(1+K=11\), so the precursor penetrates better and the film becomes more uniform. It cannot make the film thicker at depth than at the mouth. In the narrowed via, even a perfectly uniform film would close the mouth while a channel of radius 9.5 nm remained below, or 3.6% of the deep cross-section.

The consumed inhibitor changes the order of closure. The first closure occurs within 20 nm of the bottom, whereas in the other two chemistries it occurs in the uppermost 10 nm. At the initial rates of the straight via, the bottom would close after \(50/6.35=7.9\) min. It closes sooner, after about 5 min, because the narrowing via depletes the inhibitor further and growth at depth speeds up. The radius is then still about 28 nm at half depth and 39 nm at the mouth. In the straight via the open space is a wedge that widens upwards, which keeps a path open for the precursor.

The narrowed via fills to within 20 nm of the mouth in 16.4 min, where the calculation stops. It treats a radius below 0.5 nm as closed, so the zeros in the table do not exclude a seam of molecular width. Upward growth of the flat bottom is left out, as is growth on the wafer surface around the mouth, which would lengthen the via by about 33 nm in this time.

## How far the model carries over to a process

The example represents low-pressure chemical vapour deposition into a narrow via on a chip. The width, aspect ratio, pressure and temperature are rough values for that regime. The sticking and destruction probabilities depend strongly on the chemistry and are model choices.

Several neglected effects are small here:

- **Gas collisions.** At a total pressure of 1 Torr the mean free path is about 56 µm, or 560 via diameters.
- **Diffusion approximation.** A line-of-sight calculation without it gives a growth ratio of 2.77 between the bottom face and the top wall cell, and 2.83 between the two ends of the wall. The diffusion result is 2 to 4% lower. Its inhibitor flux is about 9% lower at the mouth, mostly because of the approximate mouth condition, and 7 to 9% lower at the bottom. These errors largely cancel in the ratio.
- **Time to establish coverage.** Loading the walls takes about 0.3 s, compared with minutes of filling.

Burial by the film matters more, because a buried inhibitor molecule is a consumed one. Suppose an adsorbed molecule is buried in the time the film takes to grow one atomic layer. At the bottom this initially adds about 4% to the inhibitor removal rate of 10.4 s⁻¹, and including it raises the growth ratio from 2.72 to 2.97. For the otherwise reversible inhibitor at \(K=10\), about 1.2% of the adsorbed molecules are buried. That gives \(b_i\approx0.012\times0.1=0.0012\), four times \(b_p\), and the growth ratio becomes 1.01 instead of 0.996. At \(K=1\), reached by lowering the inhibitor pressure at the same removal rate, it is 1.25. If \(K=1\) comes instead from tenfold faster desorption, it stays at 1.00. The results for a reversible inhibitor in this text therefore apply to one that stays on top of the growing film until it desorbs.

The products of the destroyed inhibitor must also leave the film. In the example, about 24 inhibitor molecules are destroyed per deposited film atom at the mouth and 7 at the bottom. If one in a hundred left a single foreign atom behind, these would make up about 19% of the film's atoms at the mouth and 7% at the bottom. A consumed inhibitor is therefore useful only if its products desorb almost completely or are acceptable in the film.

Perfect site blocking is another assumption that can change the result strongly. Suppose a covered site still grows film at 10% of the free-site rate. With unchanged inhibitor coverage, the relative rates become \(0.107+0.1\times0.893=0.196\) at the mouth and \(0.294+0.1\times0.706=0.364\) at the bottom. Their ratio is 1.86 before the small precursor penalty. If growth instead needs two neighbouring free sites, randomly occupied, the inhibitor factor is squared, to \(2.75^2=7.6\). The size of the contrast therefore depends on the reaction mechanism.

Surface diffusion of the inhibitor would also weaken the contrast. It can be neglected if an adsorbed molecule travels much less than the via depth before removal. This requires a surface diffusion coefficient well below \(L^2k\approx10^{-7}\) cm²/s.

## What to do about it

**Measure consumption as well as suppression.** For the same inhibitor flux at the surface, growth on a flat wafer falls by \(1+K\) whether the inhibitor is destroyed or desorbs intact. A consumed inhibitor can be depleted in the gas above the wafer, so its flux there may be lower than the supply suggests. At \(K=10\) both chemistries slow flat growth elevenfold, yet their via ratios are 2.72 and 0.996. A deep test structure can distinguish them.

**Match the dose to the feature.** Under the conditions stated for \(K_{\rm best}\), doubling the aspect ratio calls for roughly four times the \(K\). With the chemistry of the example the factor is 3.5 from \(a=10\) to 20 and 4.3 from 20 to 40, but only 2.4 from 5 to 10. At fixed temperature and removal rate, \(K\) is proportional to the inhibitor pressure just above the wafer. The best initial ratio in the example would then need about 1.8 mTorr instead of 3 mTorr. A dose suited to a deep via can saturate a shallow one on the same wafer and leave it with little contrast.

**Correct in the right direction.** If the via closes first at the mouth, the cause may be too little inhibitor or an inhibitor that is not consumed. Measuring growth at the mouth and the bottom at several doses helps to separate these cases within this model. With too little of a consumed inhibitor, a higher dose can make the bottom faster. Too much of it gives slow, nearly equal rates at both ends that recover contrast when the dose is reduced. A fully reversible inhibitor, neither destroyed nor buried by the film, also gives nearly equal rates at high dose, but no dose makes the bottom faster.

**Budget for the lost speed.** Growth at the mouth is 2.33 nm/min instead of nearly 21.9 nm/min. Where the via is straight and a small seam is acceptable, a reversible inhibitor may be enough. A narrowed mouth needs faster growth at depth, and in this model that requires an inhibitor consumed more readily than the precursor. The remaining values are in the numerical output.

## Calculated quantities

```
via diameter 100 nm, depth 1000 nm, aspect ratio 10
temperature 600 K, total pressure 1.0 Torr
precursor: 60 mTorr, 200 u, sticking 3.0e-04
inhibitor: 3 mTorr, 17 u, sticking 0.10
destroyed fraction chi 0.50, consumption b_i 0.050, K 10
b_i/b_p 166.7, least coverage for rising growth 0.0060
film density 5.0e+28 /m3, site density 1.0e+19 /m2
precursor flux 6.084e+22 /m2/s, inhibitor flux 1.043e+22 /m2/s
inhibitor removal rate 10.43 1/s
open-surface growth without inhibitor 21.90 nm/min
mouth: p 0.9975, q 0.8374, coverage 0.8933, G 0.1064, growth 2.33 nm/min
half depth: p 0.9896, q 0.3898, coverage 0.7958, G 0.2020, growth 4.43 nm/min
bottom: p 0.9862, q 0.2404, coverage 0.7062, G 0.2897, growth 6.35 nm/min
log-gradients at mouth (per depth): precursor 0.0189, inhibitor 1.4566
growth ratio bottom/mouth 2.722
  precursor factor 0.9887, inhibitor factor 2.754
ratio, no inhibitor 0.9545
ratio, reversible inhibitor (chi=0) 0.9957
ratio, equal consumption b_i=b_p 0.9996
second case: b_p 0.003, b_i 0.015, ratio bottom/mouth:
  K 0.1: 0.7080
  K 0.3: 0.7972
  K 1.0: 1.0621
  K 3.0: 1.3518
  K 10.0: 1.1850
random search, 400 cases: 111 bottom-fast, all with b_i>b_p; 95 with b_i>b_p not bottom-fast
K*(ratio-1) at K=1e+04: computed 7.834, limit formula 7.828
best K 6.31 with ratio 3.369
ratio at K=0.1: 1.015, at K=1000: 1.008
line of sight: q mouth 0.9187, q bottom 0.2634, growth ratio 2.770
narrowed via: radius 40.5 nm in top cell, 50.0 nm at bottom
fill straight, inhibitor none: void 4.68 %, first closure at 5 nm
fill straight, inhibitor reversible: void 0.49 %, first closure at 5 nm
fill straight, inhibitor consumed: void 0.00 %, first closure at 985 nm
fill narrowed, inhibitor none: void 11.34 %, first closure at 5 nm
fill narrowed, inhibitor reversible: void 4.76 %, first closure at 5 nm
fill narrowed, inhibitor consumed: void 0.00 %, first closure at 985 nm
narrowed, consumed, grid twice as fine: void 0.00 %
filling time, narrowed via, consumed inhibitor 16.4 min
mean free path 55.9 um, Knudsen number 559
burial rate/removal rate of inhibitor at bottom 0.0373
time to load the walls with inhibitor 0.26 s
```
